Z from the Imaginary-Axis Self-Energy Slope and Its Band-Edge Error

**Problem**

A closed-shell system with a gap is treated in the G0W0 approximation. The orbitals are real, and only the diagonal element Σ(z) of the correlation self-energy for one orbital n is kept. All energies are measured from midgap. The orbital energies ε_m entering G0 have the gap Eg = 2Δ, so occupied orbitals have ε_m ≤ −Δ and empty ones ε_m ≥ Δ. On the imaginary axis

Σ(iu) = −(1/2π) ∫ dω Σ_m Wc_m(iω) / (iu + iω − ε_m),  (1)

where ω runs from −∞ to ∞ and Wc_m is the element (nm|Wc|nm) of the screened interaction minus the bare one. In the direct random-phase approximation (RPA) built on the same orbitals,

Wc_m(iω) = b_mᵀ P (1 − K P)⁻¹ b_m.  (2)

The index of these vectors and matrices is a pair of an occupied orbital i and an empty orbital a. The vector b_m has the elements (nm|ia), K has the elements (ia|jb), and P(iω) is the diagonal response of independent electrons, summed over spin.

The quasiparticle energy E solves

E = h + Σ(E),  (3)

where h is the orbital energy with its exchange-correlation potential replaced by exact exchange. For Hartree–Fock orbitals h = ε_n.

(a) Find the poles of Σ(z). How close to midgap can they come, in terms of Δ alone?

(b) Show how the slope of Im Σ(iu) at u = 0 gives a renormalization factor Z0 without analytic continuation. At which energy is it the renormalization factor? How large is the error if the slope is taken from finite u?

(c) Σ is extrapolated linearly from midgap to an energy E. Find the error of Σ and of the quasiparticle energy, and bound both at a band edge, half a gap away.

(d) How far can the renormalization factor at the edge differ from Z0?

(e) Estimate the error of (c) from imaginary-axis data.

(f) Apply the results to the NaCl molecule (bond length 2.4 Å, Hartree–Fock orbitals, def2-SVP basis), whose HOMO and LUMO play the part of band edges. The gap is Eg = 8.8444 eV, and quadrature of (1) gives

HOMO: Σ(0) = 0.4278 eV, Im Σ(i·1 eV) = −0.052093 eV, Im Σ(i·2 eV) = −0.103765 eV
LUMO: Σ(0) = −0.0593 eV, Im Σ(i·1 eV) = −0.003363 eV, Im Σ(i·2 eV) = −0.006685 eV

With q(u) = [Σ(0) − Re Σ(iu)]/u², the combination [4q(1 eV) − q(2 eV)]/3 is 0.001209 eV⁻¹ for the HOMO and −0.000096 eV⁻¹ for the LUMO.

**Solution**

**(a) The pole-free window**

Let D be the diagonal matrix of the differences ε_a − ε_i, all at least Eg. Each pair responds at positive and negative frequency, and there are two spins:

P = 2 [1/(iω − D) − 1/(iω + D)] = −4D/(D² + ω²).

Since 1 − KP = (P⁻¹ − K)P, we have P(1 − KP)⁻¹ = (P⁻¹ − K)⁻¹. Here

P⁻¹ − K = −[(D² + ω²)/(4D) + K] = −(1/4) D^(−1/2) (M + ω²) D^(−1/2),

M = D² + 4 D^(1/2) K D^(1/2).

Inverting and inserting the eigenvectors v_s of M, with eigenvalues Ω_s², gives

Wc_m(iω) = −4 b_mᵀ D^(1/2) (M + ω²)⁻¹ D^(1/2) b_m = −Σ_s 2Ω_s g_ms²/(ω² + Ω_s²),

g_ms² = 2 (b_mᵀ D^(1/2) v_s)²/Ω_s ≥ 0.

The matrix K is positive semidefinite, because xᵀKx is the Coulomb energy integral of a real charge distribution with itself. For a normalized x therefore xᵀMx ≥ xᵀD²x ≥ Eg², and every Ω_s ≥ Eg.

Now the integral (1) is done for one m and one s. As a function of ω, the factor 1/(iu + iω − ε_m) has its pole at ω = −u − iε_m.

For an empty orbital this pole is in the lower half-plane, so we close the contour above. The pole of the interaction at ω = iΩ_s has the residue −2Ω_s g²/(2iΩ_s) = i g². The integral is 2πi · i g²/(iu − Ω_s − ε_m), and the prefactor −1/2π leaves

g²/[iu − (ε_m + Ω_s)].

For an occupied orbital the pole of G0 is in the upper half-plane, so we close below, clockwise. The residue at ω = −iΩ_s is −i g², the integral is −2πi · (−i g²)/(iu + Ω_s − ε_m) = −2π g²/(iu + Ω_s − ε_m), and the prefactor leaves

g²/[iu − (ε_m − Ω_s)].

With one index s for all these terms,

Σ(z) = Σ_s R_s/(z − w_s), R_s ≥ 0,  (4)

where w = ε_a + Ω for empty and w = ε_i − Ω for occupied orbitals. If Ω_min is the lowest excitation energy,

|w_s| ≥ W, W = Δ + Ω_min ≥ 3Δ.  (5)

The band edges at ±Δ thus lie well inside a pole-free window. Parts (b) to (e) use only (4) and (5), so they hold for any system whose diagonal self-energy has this form. If the screened interaction includes electron–hole attraction, the proof of Ω_min ≥ Eg no longer applies. Results written with W remain valid if W is the actual pole distance.

**(b) The slope**

Inside the window Σ is analytic, so its derivative does not depend on the direction in which it is taken. Along the imaginary axis dΣ(iu)/du = iΣ′(iu). At u = 0 the derivative Σ′(0) is real by (4), so the imaginary part of this relation is

d Im Σ(iu)/du at u = 0 = Σ′(0) = −λ, λ = Σ_s R_s/w_s² ≥ 0.  (6)

The renormalization factor at energy E is Z(E) = 1/[1 − Σ′(E)]. Hence

Z0 = 1/(1 + λ) = Z(0).  (7)

This is the factor at midgap. The quasiparticle weight is the residue of 1/[z − h − Σ(z)] at its pole z = E, which is Z(E). To use Z0 in its place is already an extrapolation.

At finite u, the imaginary part of 1/(iu − w) = (−w − iu)/(w² + u²) gives

λ(u) = −Im Σ(iu)/u = Σ_s R_s/(w_s² + u²).

Each term is smaller than its limit by the fraction u²/(w² + u²) ≤ u²/W². The estimate λ(u) is therefore too small, by at most the fraction (u/W)².

Two frequencies remove the leading error. With x = u²/w², the combination [4λ(u) − λ(2u)]/3 multiplies each term R/w² by

(1/3)[4/(1 + x) − 1/(1 + 4x)] = (1 + 5x)/(1 + 5x + 4x²) = 1 − 4x²/(1 + 5x + 4x²).

It is still too small, but by at most the fraction 4(u/W)⁴.

**(c) The error of the linear extrapolation**

Define the error as true minus linear value, r(E) = Σ(E) − [Σ(0) − λE]. One pole contributes R times

1/(E − w) + 1/w + E/w² = [w² + w(E − w) + E(E − w)]/[w²(E − w)] = E²/[w²(E − w)],

because the numerator reduces to E². So, without approximation,

r(E) = Σ_s (R_s/w_s²) E²/(E − w_s).  (8)

For |E| < W we have |E − w_s| ≥ W − |E|, and the weights R_s/w_s² add up to λ:

|r(E)| ≤ λE²/(W − |E|).  (9)

Poles above the gap contribute negatively and poles below it positively, so the two groups partly cancel. At an edge, |E| = Δ and W − Δ = Ω_min ≥ 2Δ, which gives

|r(±Δ)| ≤ λΔ²/Ω_min ≤ λΔ/2 = λEg/4.  (10)

For the quasiparticle energy, insert Σ(E) = Σ(0) − λE + r(E) into (3):

(1 + λ)E = h + Σ(0) + r(E).

The linear estimate omits r:

E_lin = Z0 [h + Σ(0)].  (11)

Subtraction gives E − E_lin = Z0 r(E). From (7), Z0 λ = λ/(1 + λ) = 1 − Z0, so

|E − E_lin| ≤ (1 − Z0) E²/(W − |E|).  (12)

The right side grows with |E|. If the quasiparticle energy is no farther from midgap than half the gap of G0,

|E − E_lin| ≤ (1 − Z0) Eg/4 for |E| ≤ Δ.  (13)

This bound needs only Z0 and the gap. Given only (4) and W ≥ 3Δ, it cannot be improved: a single pole at w = 3Δ has r(Δ) = λΔ²/(Δ − 3Δ) = −λΔ/2, and h can be chosen so that E = Δ.

A one-pole model with Eg = 2 eV and Z0 = 0.8 shows the role of the excitation energy Ω = w − Δ. The bound (13) is 0.2 × 2 eV/4 = 0.1 eV. With E = Δ = 1 eV, the error is −(1 − Z0)Δ²/Ω. It is −0.1 eV for Ω = 2 eV, but −0.0125 eV for Ω = 16 eV. At fixed Z0, distant poles make the linear form accurate.

The condition |E| ≤ Δ can fail. If the orbitals come from a calculation whose gap is smaller than the quasiparticle gap, at least one quasiparticle edge lies farther than Δ from the midgap of G0. Then (12) must be used, and it too ends at |E| = W. This matters for orbitals from a semilocal density functional. For the molecule and basis of part (f) with PBE orbitals, Eg = 2.6 eV and W = 4.0 eV. The HOMO root lies at about 0.9 W, the linear estimate is off by 0.5 eV, and the bound (12) exceeds 6 eV. As the gap and the lowest excitation energy go to zero, W goes to zero and no window is left, so these bounds do not cover a metal.

**(d) The renormalization factor at the edge**

Differentiating (4) gives

−Σ′(E) = Σ_s R_s/(E − w_s)² = Σ_s (R_s/w_s²)/(1 − E/w_s)².

At E = ±Δ the ratio E/w_s lies between −1/3 and 1/3, so each term of λ is multiplied by a factor between 1/(4/3)² = 9/16 and 1/(2/3)² = 9/4. Therefore

1/(1 + 9λ/4) ≤ Z(±Δ) ≤ 1/(1 + 9λ/16).  (14)

The same limits hold for every |E| ≤ Δ. In the one-pole model, Z at the edge is 0.64 for Ω = 2 eV and 0.78 for Ω = 16 eV, against Z0 = 0.8.

**(e) An error estimate from the same axis**

The real part of (4) on the imaginary axis is Re Σ(iu) = −Σ_s R_s w_s/(w_s² + u²), so

q(u) = [Σ(0) − Re Σ(iu)]/u² = Σ_s R_s [−1/w_s + w_s/(w_s² + u²)]/u² = −Σ_s R_s/[w_s(w_s² + u²)].

Its limit for u → 0 is c = −Σ_s R_s/w_s³ = Σ″(0)/2. The u-dependence of each term is that of λ(u), so the same combination of two frequencies removes the leading error. The leading part of r(E) is cE², and what remains follows from (8):

r(E) − cE² = Σ_s R_s E² [1/(w_s²(E − w_s)) + 1/w_s³] = Σ_s R_s E³/[w_s³(E − w_s)],

|r(E) − cE²| ≤ λ|E|³/[W(W − |E|)].  (15)

For |E| = Δ and W = 3Δ this is λΔ/6, a third of the bound without the quadratic term. To leading order the quasiparticle error is then

E − E_lin ≈ Z0 c E_lin².  (16)

Poles below the gap contribute positively to c and poles above it negatively, each with the weight R_s/|w_s|³, its part of λ divided by |w_s|. The group with the larger part of λ therefore need not set the sign: 60% of λ at w = −12Δ and 40% at w = 3Δ give c = λ(0.6/12 − 0.4/3)/Δ < 0. The sign of c is guaranteed to be the sign of r(E) when |c|E² exceeds the right side of (15). Otherwise it need not be.

**(f) NaCl**

*Slope.* For the HOMO, λ(1 eV) = 0.052093 and λ(2 eV) = 0.103765/2 = 0.051883, so

λ = (4 × 0.052093 − 0.051883)/3 = 0.05216, Z0 = 1/1.05216 = 0.9504.

For the LUMO, λ = (4 × 0.003363 − 0.003343)/3 = 0.00337 and Z0 = 0.9966. The slopes taken directly on the real axis at midgap, from the poles of the diagonalized RPA problem, agree to these digits.

*Linear energies.* With h = ∓4.4222 eV,

HOMO: E_lin = 0.9504 × (−4.4222 + 0.4278) eV = −3.796 eV
LUMO: E_lin = 0.9966 × (4.4222 − 0.0593) eV = 4.348 eV

*Guaranteed error.* To use (13) we must know that |E| ≤ Δ. The function f(E) = E − h − Σ(E) has the slope 1 − Σ′(E) ≥ 1 in the window, so it has at most one zero there.

For the HOMO, the linear value of Σ(−Δ) is 0.4278 + 0.05216 × 4.4222 = 0.658 eV, with an error of at most λEg/4 = 0.115 eV. So Σ(−Δ) is positive and f(−Δ) = −Σ(−Δ) is negative, while f(0) = 4.4222 − 0.4278 is positive. The root lies between −Δ and 0.

For the LUMO, the linear value of Σ(Δ) is −0.0742 eV, with an error of at most 0.0075 eV. So f(Δ) = −Σ(Δ) is positive, while f(0) = −4.4222 + 0.0593 is negative. The root lies between 0 and Δ. The bound (13) therefore applies to both:

HOMO: |E − E_lin| ≤ 0.0496 × 8.8444/4 eV = 0.110 eV
LUMO: |E − E_lin| ≤ 0.00336 × 8.8444/4 eV = 0.0074 eV

*Actual error.* Solving (3) with the pole form of Σ on the real axis gives

HOMO: E = −3.7755 eV, E − E_lin = 0.021 eV
LUMO: E = 4.3457 eV, E − E_lin = −0.0025 eV

Each error is about 3% of the shift E − h that correlation causes. From the vacuum level, the two energies are −8.48 eV and −0.36 eV. They serve to judge the extrapolation within this small basis and are not predictions of measured levels. They are not converged in the basis: def2-TZVP gives −9.10 eV and −0.59 eV, and the HOMO value of Z0 falls from 0.950 to 0.941. The extrapolation errors change little, to 0.021 eV and −0.0022 eV.

*Why the HOMO error is well below its bound.* Part of the margin arises because |E| = 3.78 eV is smaller than Δ: the bound (12) at the actual E is 0.074 eV instead of 0.110 eV. The rest is seen in Σ itself, whose error at the edge is bounded by 0.115 eV. The lowest excitation energy, 8.877 eV, is barely above the gap. The poles at that distance from the edge have vanishing residue for the HOMO, but the first pole below midgap that carries more than 10⁻⁶ of λ is only 9.3 eV from the edge. Using that distance would lower the bound only to 0.110 eV, so a distant first pole is not the reason for this part. At the edge, r(−Δ) = 0.032 eV, of which the poles below midgap give 0.035 eV and those above −0.004 eV. Cancellation is therefore a minor effect.

The poles below midgap carry the share 0.737 of λ. By (8), their part of r(−Δ) equals their part of λ times Δ², divided by a weighted harmonic mean of their distances from the edge. That mean is

0.737 × 0.0522 × (4.4222 eV)²/(0.0352 eV) ≈ 21 eV.

The bound places all the weight at the smallest allowed distance, while the actual weight lies on average more than twice as far away.

*Estimate from the imaginary axis.* Equation (16) gives

HOMO: 0.9504 × 0.001209 × (3.796)² eV = 0.017 eV
LUMO: 0.9966 × (−0.000096) × (4.348)² eV = −0.0018 eV

Both have the correct sign and most of the magnitude, as comparison with the real-axis roots shows. The sign condition of (e) is not met here: at the root, |c|E² is 0.017 eV against 0.022 eV on the right of (15) for the HOMO, and 0.0018 eV against 0.0023 eV for the LUMO. Adding them to E_lin leaves errors of 0.004 eV and −0.0007 eV.

*Renormalization factor.* For the HOMO, (14) allows values from 0.895 to 0.971 at the edge. The value on the real axis at the orbital energy is 0.936, against Z0 = 0.950. The midgap slope thus gives 1 − Z0 = 0.050 where the edge has 0.064, an underestimate of 23% relative to the edge value (17% in the def2-TZVP basis). For the LUMO the two factors are 0.9952 and 0.9966. These values refer to the orbital energy, whereas the quasiparticle weight is Z(E) at E = −3.7755 eV. Since (1 + 2y)(1 − y)² = 1 − y²(3 − 2y) ≤ 1 for y < 1, we have 1/(1 − y)² ≥ 1 + 2y. The expression in (d) with y = E/w_s then gives −Σ′(E) ≥ λ − 2cE = 0.05216 + 2 × 0.001209 × 3.7755 = 0.0613, so 1 − Z(E) ≥ 0.057, against 0.050 from the midgap slope. In this molecule, with Hartree–Fock orbitals, the HOMO energy is extrapolated to about 0.02 eV, while the part of its weight lost to satellites is noticeably underestimated.

The numerical check obtains the imaginary-axis data by quadrature and the real-axis values by diagonalization, and tests the bounds (10), (12), (14) and, at the edge, (15) on this molecule.

Values computed for the example and the checks

```
NaCl bond length (angstrom): 2.4
orbitals, occupied orbitals: 33, 14
Hartree-Fock gap (eV): 8.8444
half gap (eV): 4.4222
midgap from vacuum (eV): -4.7083
lowest RPA excitation Omega_min (eV): 8.8769
nearest pole distance W (eV): 13.2991
limit (u/W)^2 at u = 1 eV: 5.65e-03
limit 4(u/W)^4 at u = 1 eV: 1.28e-04
quantity: HOMO | LUMO
orbital energy h from midgap (eV): -4.4222 | 4.4222
Sigma(0) (eV): 0.4278 | -0.0593
Im Sigma(i 1 eV) (eV): -0.052093 | -0.003363
Im Sigma(i 2 eV) (eV): -0.103765 | -0.006685
lam from u = 1 eV alone: 0.052093 | 0.003363
lam from u = 2 eV alone: 0.051883 | 0.003343
lam extrapolated to u = 0: 0.052163 | 0.003370
lam from real-axis slope at midgap: 0.052164 | 0.003371
Z0 (midgap, imaginary axis): 0.95042 | 0.99664
Z at the orbital energy (real axis): 0.93558 | 0.99524
share of lam from poles below midgap: 0.737 | 0.182
Sigma at edge, true (eV): 0.6901 | -0.0768
Sigma at edge, linear (eV): 0.6584 | -0.0742
true minus linear Sigma at edge (eV): 0.0317 | -0.0026
  part from poles below midgap (eV): 0.0352 | 0.0004
  part from poles above midgap (eV): -0.0036 | -0.0030
bound lam*half^2/Omega_min (eV): 0.1149 | 0.0074
bound lam*gap/4 (eV): 0.1153 | 0.0075
curvature c = Sigma''(0)/2 (1/eV): 0.001209 | -0.000096
E true root, from midgap (eV): -3.7755 | 4.3457
E_lin, from midgap (eV): -3.7964 | 4.3483
E - E_lin (eV): 0.0209 | -0.0025
bound on |E - E_lin| (eV): 0.0742 | 0.0071
estimate Z0*c*E_lin^2 (eV): 0.0166 | -0.0018
E minus corrected E_lin (eV): 0.0044 | -0.0007
E true root, from vacuum (eV): -8.484 | -0.363
random poles, largest error/bound: 0.743
model gap (eV), model Z0: 2.0, 0.8
model bound (1-Z0)*gap/4 (eV): 0.1000
model Omega 2 eV: E-E_lin (eV) -0.1000, Z at edge 0.6400
model Omega 16 eV: E-E_lin (eV) -0.0125, Z at edge 0.7799
```
